# Square-root growth of coated depth in a long Knudsen pore, part 2

A gas enters a long, straight, circular pore, initially clean and empty, and reacts irreversibly with the wall until the wall is full. The problem is to find how deep the coating reaches. Molecules collide only with the wall, which scatters them by the cosine law. The algebra is in atomic units, with temperature entering as the energy $\tau=k_BT$; the formulas read the same in any consistent units.

At depth $x$ and time $t$ the gas has number density $n$ and the wall has coverage $\theta$, from 0 to 1. The pore diameter is $d$, $\sigma$ is the number of molecules that saturate unit area of wall, and $s$ is the initial reaction probability. The molecules have mass $m$, mean speed $\bar v$ and diffusivity $D=d\bar v/3$. The balances are

$$\frac{\partial n}{\partial t}=D\frac{\partial^2n}{\partial x^2}-\frac{4\sigma}{d}\frac{\partial\theta}{\partial t}, \tag{4}$$

$$\sigma\frac{\partial\theta}{\partial t}=s\,\frac{n\bar v}{4}(1-\theta). \tag{5}$$

With $P$ the pressure and $N_0$ the time integral of the density, both at the mouth, the fluence there and the reaction length are

$$\Phi=\frac{\bar v N_0}{4}=\frac{1}{\sqrt{2\pi m\tau}}\int_0^tP\,dt', \tag{2}$$

$$\lambda^2=\frac{Dd}{s\bar v}=\frac{d^2}{3s},\qquad \lambda=\frac{d}{\sqrt{3s}}. \tag{6}$$

The first half balanced the flux at a narrow front, with density falling linearly from mouth to front, and found

$$X^2=\frac{d}{2\sigma}\cdot\frac{d\bar v}{3}\cdot\frac{4\Phi}{\bar v}=\frac{2d^2\Phi}{3\sigma},
\qquad
\boxed{X=d\sqrt{\frac{2\Phi}{3\sigma}}}\,. \tag{8}$$

This sharp-front depth is now written $X_s$. Simulations following individual molecules, with $s=1$, fell short of it by about one diameter. A crude mouth resistance acts as an added length $4d/3$. Let $\varepsilon$ be the mobile store at the mouth per unit wall area, divided by $\sigma$. At constant mouth density, a small store lowers the depth by a fraction $\varepsilon/6$. Weak holding that multiplies the store by $K$ reduces the diffusivity to $D'=D/K$.

The example is water reacting with a methyl-covered alumina wall, one half-cycle of alumina deposition: $d=50$ nm, 450 K, 1 Torr for 10 s, $\sigma=5$ nm$^{-2}$ and $s=10^{-4}$. These give $\Phi/\sigma=7.80\times10^6$, $\lambda=2887$ nm and $X_s=1.14\times10^5$ nm.

The second derivation starts from equations (4) and (5), with no assumption about the shape of the coating.

### Removing time from the problem

Each patch of wall responds to the total number of molecules that have struck it. Define a scaled local exposure and its value at the mouth:

$$u(x,t)=\frac{s\bar v}{4\sigma}\int_0^tn(x,t')\,dt',\qquad
U=u(0,t)=\frac{s\Phi}{\sigma}. \tag{10}$$

The second relation uses $\Phi=\bar vN_0/4$, with $N_0$ the time integral of the density at the mouth. The rate equation becomes $\theta_t=u_t(1-\theta)$. Separating variables and starting from a clean wall gives

$$-\ln(1-\theta)=u,\qquad \theta=1-e^{-u}. \tag{11}$$

Now integrate the gas balance over time, starting from an empty pore. The result is

$$n(x,t)=D\frac{\partial^2}{\partial x^2}\int_0^tn\,dt'-\frac{4\sigma}{d}\theta .$$

The left side is the gas still present, which is neglected against the molecules on the wall. Multiplying by $s\bar v/(4\sigma)$ turns the integral into $u$ and the last term into $(s\bar v/d)\theta$. Dividing by $s\bar v/d$ and using $\lambda^2=Dd/(s\bar v)$ leaves

$$\lambda^2\frac{d^2u}{dx^2}=1-e^{-u}. \tag{12}$$

Time and pressure have vanished except through the boundary value $u(0)=U$. The whole coverage profile, and not only its depth, is fixed by the exposure. How the pressure varied during the dose has no influence.

This was tested by integrating the original balances in time up to $U=100$. In one run the mouth pressure was constant, and in the other it was modulated by 90 percent of its mean through four full periods. The integrated coverages were $14.065\lambda$ and $14.062\lambda$.

### First integral and total uptake

For a pore much longer than the coating, $u$ and $u'$ vanish far inside. Multiply equation (12) by $u'=du/dx$. Both sides are then derivatives:

$$\frac{d}{dx}\left(\frac{\lambda^2u'^2}{2}\right)=\frac{d}{dx}\left(u+e^{-u}\right).$$

Deep in the pore the left bracket is zero and the right bracket is one, so the constant of integration is $-1$:

$$\frac{\lambda^2u'^2}{2}=u-1+e^{-u}. \tag{13}$$

The exposure falls with depth, so $u'$ is the negative root.

Define the equivalent coated depth $X$ as the length of full coating that would hold the same number of molecules. By equation (12),

$$X=\int_0^\infty\theta\,dx=\lambda^2\int_0^\infty u''\,dx=-\lambda^2u'(0)
=\lambda\sqrt{2\left(U-1+e^{-U}\right)}. \tag{14}$$

For large $U$ the first term dominates, and

$$X^2\to2\lambda^2U=2\cdot\frac{d^2}{3s}\cdot\frac{s\Phi}{\sigma}=\frac{2d^2\Phi}{3\sigma}=X_s^2 .$$

The reaction probability cancels between the reaction length and the scaled exposure. The square-root law has now been obtained without assuming a front.

For small $U$ the expansion $e^{-U}\simeq1-U+U^2/2$ gives $X\simeq\lambda U$. The depth starts out proportional to exposure, and it depends on $s$, because the wall near the mouth is still mostly clean. The law changes over around $U=1$. Integration of the original balances gave $X/\lambda=0.857$, $4.241$ and $14.065$ at $U=1$, $10$ and $100$, where equation (14) gives $0.858$, $4.243$ and $14.071$. The root law gives $1.414$, $4.472$ and $14.142$.

Equation (14) also supplies the error of the sharp limit:

$$X^2=X_s^2-2\lambda^2(1-e^{-U}),\qquad
\frac{X}{X_s}\simeq1-\frac{1}{2U}\quad(U\gg1). \tag{15}$$

In the water example $U=10^{-4}\times7.80\times10^6=780$, and the depth is 0.064 percent below the sharp value.

### Shape of the front

Equation (13) gives the profile by one more integration. The depth at which the scaled exposure has fallen to $u$ is

$$x(u)=\lambda\int_u^U\frac{dq}{\sqrt{2(q-1+e^{-q})}}. \tag{16}$$

The distance between two given coverages is the integral between two fixed values of $u$, so it does not depend on $U$ once the mouth is covered beyond both. Coverage 0.9 corresponds to $u=\ln10$, and coverage 0.1 to $u=-\ln0.9$. The integral between them is $3.447$, so this width is $3.447\lambda$. The front travels without spreading, and its relative width falls as $3.447/\sqrt{2U}$.

The two sides of the front differ. Ahead of it $u$ is small, equation (12) becomes $\lambda^2u''=u$, and the coverage falls as $e^{-x/\lambda}$. Well behind it $e^{-u}$ is negligible in equation (13), which integrates to $u-1\simeq(x_0-x)^2/(2\lambda^2)$ with $x_0$ a constant. The fraction of empty sites, $e^{-u}$, then falls as a Gaussian in the distance behind the front.

In the example the width is $3.447\times2887=9950$ nm, about 9 percent of the depth, although equation (14) puts the uptake within 0.1 percent of the sharp value. The width is of first order in $\lambda/X$. By equation (15) the uptake error is of second order. Close agreement in the amount adsorbed therefore does not show that the edge is abrupt.

This matters when a stated depth $L$ must be nearly full. Solving equation (8) for the exposure gives

$$\int P\,dt=\frac32\left(\frac Ld\right)^2\sigma\sqrt{2\pi m\tau}. \tag{17}$$

For $L=50000$ nm the example needs $10\times(50000/114000)^2=1.92$ Torr s. To reach 99 percent coverage at that depth, $U$ must satisfy $x(\ln100)=L$ in equation (16). The exposure is then 2.58 Torr s, or 34 percent more. Equation (17) places the front at $L$, and the additional exposure carries its trailing edge past that point.

### Other ways of filling the wall

The factor $1-\theta$ can be replaced by another decreasing function $f(\theta)$ with $f(0)=1$. Then $d\theta/du=f(\theta)$, and its solution $\Theta(u)$ replaces $1-e^{-u}$ in equation (12). Multiplication by $u'$ works as before and gives

$$X=\lambda\sqrt{2\int_0^U\Theta(u)\,du}
=X_s\sqrt{1-\frac1U\int_0^U[1-\Theta(u)]\,du}. \tag{18}$$

The root law follows whenever the mean of $1-\Theta$ over the exposure tends to zero. If the wall stops reacting before every site is used, $\sigma$ must be the density actually reached.

Suppose the reaction probability falls as $(1-\theta)^2$. Then $1/(1-\Theta)=1+u$, and the integral of $\Theta$ is $U-\ln(1+U)$. At $U=100$ this gives $X=13.812\lambda$, and time integration gave $13.806\lambda$. For the water example the depth would be 0.43 percent below the sharp law, against 0.064 percent for the simple site law. The limit is the same, but the slower filling of the last sites delays the approach to it.

### What becomes of the stored gas

The first half found that a small mobile store $\varepsilon$ lowers the depth by a fraction $\varepsilon/6$ at the end of a dose. The time-integrated balance adds to this. Let the mouth be evacuated afterwards until no mobile molecules remain. Then $n=0$ at the final time, the term dropped before equation (12) is zero, and equation (14) holds for the final coating whatever the store was. The exposure must include any gas at the mouth during the evacuation.

The deficit must therefore be made up while the pore empties, and in the sharp limit this can be followed directly. A stored molecule at depth $x$ diffuses until it either leaves or reaches the front. Its chance $h$ of reaching the front obeys $h''=0$, with $h(0)=0$ and $h(X)=1$, so $h=x/X$. The store has the linear profile $1-x/X$, and the length of wall it can still coat is

$$\varepsilon\int_0^X\left(1-\frac xX\right)\frac xX\,dx=\frac{\varepsilon X}{6}.$$

To first order in $\varepsilon$, this equals the missing depth. The storage loss is real at the moment the dose ends, and it is recovered if all the held molecules are free to diffuse away.

### What each derivation assumes

Both derivations assume a long pore of uniform diameter, gas that collides only with a diffusely scattering wall, irreversible reaction, and a diffusivity that does not depend on coverage. They differ in what they assume about the reaction and about time.

The flux balance assumes that the reaction zone is narrow. It does not need the detailed rate law, so it also applies when the reaction rate is not proportional to gas density, provided the zone stays short compared with $X$. It gives the position at every moment, and it can be extended to a mobile store or a resistance at the mouth. Its straight density profile requires the pressure to change slowly compared with the diffusion time $X^2/D'$, where $D'$ is the diffusivity reduced by weak holding. By itself it says nothing about the shape of the front or the size of the error.

The accumulated exposure requires a rate proportional to density, because only then does the coverage depend on the time integral of $n$ alone. In return, the narrow front becomes a result, with a known width and correction. The pressure may vary in any way, as long as the store left at the end is negligible. If molecules desorb from the reacted state, equation (11) fails, because the coverage then depends on when the molecules arrived as well as on how many there were.

### The model beside a real pore

Anodic alumina offers long, straight pores some tens of nanometres wide, and the example is placed in that regime. A dose of 1 Torr held for 10 s is long compared with the short pulses that suffice on flat surfaces. The reaction probability is only a rough value. The sharp depth does not contain it, but the front width varies as $s^{-1/2}$. In a membrane fed from one side and thinner than the calculated depth, the front reaches the far end before the dose is over, and the solution for an endless pore no longer applies. With both faces exposed, the two fronts meet if the membrane is thinner than about twice that depth.

Several neglected effects are small for these numbers. The mean free path, for a rough collision diameter of 0.4 nm, is about 66000 nm. That is shorter than the coated depth but more than a thousand times the diameter, which is the relevant comparison. A resistance in the ratio of $d$ to the mean free path would lower the depth by 0.04 percent at the mouth density. This understates the effect, because collisions also cut short the rare long flights along the axis, which adds a logarithm of that ratio. If each collision randomizes the direction, the loss is about 0.12 percent at the mouth density, and about 0.06 percent when the thinning of the gas towards the front is allowed for. Methane released by the reaction is not included. The crude mouth length $4d/3$ corresponds to about 0.06 percent. The mouth and the long flights together cost about two diameters, or 0.1 percent. The gas store, $\varepsilon=5.4\times10^{-5}$, costs less than 0.001 percent.

Weakly held water can matter more. A molecule bound with energy $E_b$ stays for a time $t_ae^{E_b/\tau}$, with $t_a=10^{-13}$ s taken as a rough attempt time. The weak layer holds the striking rate times this stay, if every impact is trapped. For $E_b=0.50$ eV the store is $\varepsilon=0.031$, and the depth at the end of the dose is 0.5 percent lower. Hopping along the wall adds transport. With hops of $a=0.3$ nm over a barrier of $E_b/2$, each stay adds a mean squared axial step $(a^2/2)e^{E_b/2\tau}$ to the $2d^2/3$ of a flight, which raises the depth by about 0.85 percent. At 0.60 eV the two changes are $-5.9$ and $+3$ percent. Near 0.63 eV the weak layer alone would equal $\sigma$, and the picture of a small store fails.

The assumption that deposition itself breaks is the fixed diameter. If each full cycle adds a film of 0.1 nm, again a rough value, the diameter shrinks by 0.2 nm. At fixed exposure per cycle the depth is proportional to $d$, so it falls by 0.4 percent after one cycle and by 40 percent after 100. Equation (17) should therefore be used with the diameter expected in the last cycle, and with the allowance for the trailing edge of the front. The remaining digits are in the numerical output that follows.

## Calculated quantities

```
Mean flight length / d: 1
Mean squared axial step / d^2: 0.6662
Simulated pore, Phi/sigma=250: X/d=11.88, sharp law 12.91
Simulated pore, Phi/sigma=1000: X/d=24.57, sharp law 25.82
Simulated depth growth / sharp-law growth: 0.98219
Decay length/d, s=0.002: simulated 12.74, formula 12.91
X/lam at U=1: numeric 0.8571, formula 0.8578, root law 1.4142
X/lam at U=10: numeric 4.2405, formula 4.2427, root law 4.4721
X/lam at U=100: numeric 14.0649, formula 14.0712, root law 14.1421
Front width 90-10% / lam: numeric 3.447, formula 3.447
X/lam at U=100, varying pressure: 14.062
X/lam at U=100, second-order loss: numeric 13.806, formula 13.812
Depth factor, store 0.5: numeric 0.9275, formula 0.9296
Pore diameter: 50 nm
Temperature: 450 K
Thermal energy: 0.038778 eV
Water pressure: 1 Torr
Dose time: 10 s
Exposure: 10 Torr s
Saturation density: 5 nm^-2
Initial reaction probability: 0.0001
Molar mass of water: 18.015 g/mol
Mean speed: 7.2724e+11 nm/s
Knudsen diffusivity: 1.2121e+13 nm^2/s
Impingement rate at mouth: 3.9014e+06 nm^-2 s^-1
Fluence Phi: 3.9014e+07 nm^-2
Phi/sigma: 7.8029e+06
Scaled exposure U: 780.29
Reaction length lam: 2886.8 nm
Sharp-front depth: 1.1404e+05 nm
Sharp-front depth, converted: 1.1404e+06 angstrom
Depth over diameter: 2280.8
Finite-U equivalent depth: 1.1397e+05 nm
Half-coverage depth: 1.135e+05 nm
Front width 90-10%: 9951.8 nm
Target depth: 50000 nm
Sharp-front exposure for target: 1.9224 Torr s
Exposure for 99% coverage at target: 2.5775 Torr s
Depth change, finite front: -0.0641 %
Depth change, second-order loss: -0.42774 %
Gas store/sigma: 5.36e-05; depth change -0.00089 %
Weak binding 0.50 eV (hop barrier half): store/sigma 0.0311; storage -0.51 %, hopping +0.85 %
Weak binding 0.60 eV (hop barrier half): store/sigma 0.409; storage -5.9 %, hopping +3 %
Binding at which weak store equals sigma: 0.63465 eV
Weak layer inputs: hop 0.3 nm, attempt time 1e-13 s
Mean free path (collision diameter 0.4 nm): 6.556e+04 nm; depth change -0.038 %
Depth change, mouth resistance estimate: -0.05846 %
Film growth 0.1 nm/cycle: depth change -0.4 % after 1 cycle, -40 % after 100
```
